**Effective repulsion of interstitial manganese: gap levels, free atom and impurity model**

The program evaluates $U(N)=E(N+1)+E(N-1)-2E(N)$, where $E(N)$ is the energy with $N$ electrons, from rough gap levels of interstitial Mn in Si. It obtains 0.30 eV centred on Mn⁰ and 0.43 eV centred on Mn⁺, against a computed free-atom difference $I_2-I_1$ of 8.41 eV between the second and first ionization energies. It asserts that the level spacings equal the stability windows found by scanning the Fermi energy, and that the middle window vanishes for a negative-$U$ case. For the atom, it asserts the shell occupations, bounds on the basis and relativistic shifts, and rough agreement of $I_1$ with the 4s orbital energy. For a mean-field impurity model it compares $U_{\text{eff}}=w^2U_b/(1+U_b\chi)$ with energies from self-consistent diagonalization; $w$ is the d weight of the gap orbital, $U_b$ the bare repulsion and $\chi$ the decrease of d charge per unit rise of the d level. Both routes give 0.190 eV for a small charge step, and whole electrons give 0.181 eV. Doubling $U_b$ from 10 to 20 eV changes the latter only to 0.185 eV.

## Numerical verification

```python
# Result under test: the effective repulsion of a defect charge state,
#   U(N) = E(N+1) + E(N-1) - 2 E(N),
# is the spacing of successive gap levels. For interstitial Mn in Si it is
# a few tenths of an eV, far below the free-atom difference I2 - I1.
# Mechanism under test: U_eff = w^2 U_bare / (1 + U_bare chi), where
#   w   = weight of the gap orbital on the impurity d orbital,
#   chi = -d(n_d)/d(e_d), response of the d charge to the d-level energy.
# Energies are in eV unless a name says hartree.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from pyscf import gto, scf, mp

HARTREE = const.value("Hartree energy in eV")
KT = const.k * 300.0 / const.e

# ---------- silicon: rough typical level positions ----------
GAP = 1.12
GAP_COLD = 1.17
DEPTH_ACCEPTOR = 0.12      # (-/0) below conduction edge
DEPTH_DONOR = 0.42         # (0/+) below conduction edge
HEIGHT_DOUBLE = 0.27       # (+/2+) above valence edge
LEVEL_ERROR = 0.05         # rough uncertainty of each level
EPS_SI = 11.7

levels = np.array([HEIGHT_DOUBLE, GAP - DEPTH_DONOR, GAP - DEPTH_ACCEPTOR])
u_plus, u_zero = np.diff(levels)


def stability_windows(addition_levels):
    """Widths of Fermi-energy ranges where each charge state is lowest."""
    energies = np.concatenate([[0.0], np.cumsum(addition_levels)])
    fermi = np.linspace(0.0, GAP, 112001)
    electrons = np.arange(len(energies))
    grand = energies[:, None] - electrons[:, None] * fermi[None, :]
    stable = np.argmin(grand, axis=0)
    return np.bincount(stable, minlength=len(energies)) * (fermi[1] - fermi[0])


windows = stability_windows(levels)
assert abs(windows[1] - u_plus) < 1e-4
assert abs(windows[2] - u_zero) < 1e-4
negative_u_windows = stability_windows(np.array([0.7, 0.4]))
assert negative_u_windows[1] == 0.0
assert 0 < u_zero < GAP and 0 < u_plus < GAP

# entropy of orbital and spin degeneracy, unsplit multiplets (upper size)
g_minus, g_zero, g_plus, g_double = 3, 12, 15, 6
entropy_zero = KT * np.log(g_zero**2 / (g_plus * g_minus))
entropy_plus = KT * np.log(g_plus**2 / (g_zero * g_double))


# ---------- free manganese atom and ions ----------
# name: charge, unpaired electrons, (alpha, beta) electrons in Ag,
# alpha electrons in each of the three other d-type irreps
STATES = {
    "core": (7, 0, (3, 3), 0),
    "2+": (2, 5, (5, 3), 1),
    "0": (0, 5, (6, 4), 1),
    "+": (1, 6, (6, 3), 1),
    "3+": (3, 4, (4, 3), 1),
}
D_COUNT = {"2+": 5, "0": 5, "+": 5, "3+": 4}


def manganese(basis, relativistic=False):
    """Hartree-Fock and MP2 energies (hartree) and Coulomb integrals."""
    hf_energy, mp2_energy, extra = {}, {}, {}
    eri, start = None, None
    for name, (charge, spin, ag, other) in STATES.items():
        mol = gto.M(atom="Mn 0 0 0", basis=basis, charge=charge, spin=spin,
                    symmetry="D2h", verbose=0)
        if eri is None:
            eri = mol.intor("int2e", aosym="s8")
        mf = scf.UHF(mol)
        if relativistic:
            mf = mf.sfx2c1e()
        mf.chkfile = None
        mf._eri = eri
        mf.conv_tol = 1e-9
        mf.max_cycle = 150
        mf.irrep_nelec = {"Ag": ag, "B1g": (other, 0), "B2g": (other, 0),
                          "B3g": (other, 0), "B1u": (2, 2),
                          "B2u": (2, 2), "B3u": (2, 2)}
        mf.kernel(dm0=start)
        assert mf.converged, name
        density = np.asarray(mf.make_rdm1())
        if name in ("core", "2+"):
            start = density
        if name == "core":
            continue
        overlap = mol.intor("int1e_ovlp")
        is_d = np.array([lab[2][-1] == "d"
                         for lab in mol.ao_labels(fmt=None)])
        total = density[0] + density[1]
        d_electrons = np.einsum("ij,ji->i", total, overlap)[is_d].sum()
        assert abs(d_electrons - D_COUNT[name]) < 0.15, (name, d_electrons)
        hf_energy[name] = mf.e_tot
        if relativistic:
            continue
        mp2_energy[name] = mf.e_tot + mp.UMP2(mf, frozen=5).kernel()[0]
        if name == "2+":
            d_density = density[0] * np.outer(is_d, is_d) / 5.0
            coulomb = scf.hf.dot_eri_dm(eri, d_density, hermi=1)[0]
            extra["J_3d"] = np.sum(coulomb * d_density) * HARTREE
        if name == "0":
            occupied = np.where(mf.mo_occ[1] > 0)[0]
            top = occupied[np.argmax(mf.mo_energy[1][occupied])]
            orbital = np.asarray(mf.mo_coeff[1])[:, top]
            s_density = np.outer(orbital, orbital)
            coulomb = scf.hf.dot_eri_dm(eri, s_density, hermi=1)[0]
            extra["J_4s"] = np.sum(coulomb * s_density) * HARTREE
            extra["koopmans"] = -mf.mo_energy[1][top] * HARTREE
    return hf_energy, mp2_energy, extra


def ionization(energy):
    return np.array([energy["+"] - energy["0"], energy["2+"] - energy["+"],
                     energy["3+"] - energy["2+"]]) * HARTREE


hf_tz, mp_tz, _ = manganese("def2-tzvp")
hf_qz, mp_qz, atom = manganese("def2-qzvp")
hf_rel, _, _ = manganese("def2-tzvp", relativistic=True)
ion_hf, ion_mp = ionization(hf_qz), ionization(mp_qz)
diff_hf, diff_mp = np.diff(ion_hf), np.diff(ion_mp)
basis_hf = diff_hf[0] - np.diff(ionization(hf_tz))[0]
basis_mp = diff_mp[0] - np.diff(ionization(mp_tz))[0]
relativity = np.diff(ionization(hf_rel))[0] - np.diff(ionization(hf_tz))[0]

assert abs(atom["koopmans"] / ion_hf[0] - 1) < 0.15
assert abs(basis_hf) < 0.1 and abs(basis_mp) < 0.3
assert abs(relativity) < 0.5
assert abs(atom["J_4s"] / diff_hf[0] - 1) < 0.4
assert atom["J_3d"] > diff_mp[0]
assert diff_mp[0] > 10 * (u_plus + 2 * LEVEL_ERROR)
assert diff_mp[0] / EPS_SI > u_plus

# ---------- impurity model with self-consistent d charge ----------
SPIN_ORBITALS = 10
BAND_WIDTH = 12.0
MID = GAP / 2


def orbitals(d_level, hybrid, n_band):
    """Eigenvalues and d weights of one d orbital coupled to two bands."""
    steps = (np.arange(n_band) + 0.5) * BAND_WIDTH / n_band
    matrix = np.diag(np.concatenate([[d_level], -steps, GAP + steps]))
    matrix[0, 1:] = matrix[1:, 0] = hybrid / np.sqrt(n_band)
    values, vectors = np.linalg.eigh(matrix)
    return values, vectors[0] ** 2


def filling(gap_electrons, n_band):
    occupation = np.zeros(2 * n_band + 1)
    occupation[:n_band] = SPIN_ORBITALS
    occupation[n_band] = gap_electrons
    return occupation


def total_energy(gap_electrons, bare, hybrid, n_band=100):
    """Self-consistent mean-field energy; reference has 6 gap electrons."""
    n_ref = filling(6.0, n_band) @ orbitals(MID, hybrid, n_band)[1]
    occupation = filling(gap_electrons, n_band)

    def mismatch(d_level):
        charge = occupation @ orbitals(d_level, hybrid, n_band)[1]
        return d_level - MID - bare * (charge - n_ref)

    d_level = brentq(mismatch, MID - 15, MID + 15, xtol=1e-11)
    values, weights = orbitals(d_level, hybrid, n_band)
    charge = occupation @ weights
    shift = charge - n_ref
    energy = occupation @ values - bare * shift * charge
    return energy + 0.5 * bare * shift**2, charge


def response_formula(bare, hybrid, n_band=100):
    values, weights = orbitals(MID, hybrid, n_band)
    gaps = values[:, None] - values[None, :]
    np.fill_diagonal(gaps, np.inf)
    slopes = 2 * weights * np.sum(weights[None, :] / gaps, axis=1)
    chi = -filling(6.0, n_band) @ slopes
    w = weights[n_band]
    return w, chi, w**2 * bare / (1 + bare * chi)


def whole_electron(bare, hybrid, n_band=100):
    runs = [total_energy(f, bare, hybrid, n_band) for f in (5.0, 6.0, 7.0)]
    e = [r[0] for r in runs]
    return e[1] - e[0], e[2] - e[1], runs[2][1] - runs[1][1]


BARE, HYBRID = 10.0, 1.5
w_gap, chi, u_formula = response_formula(BARE, HYBRID)
h = 0.05
e_minus, e_mid, e_plus = [total_energy(f, BARE, HYBRID)[0]
                          for f in (6 - h, 6.0, 6 + h)]
u_small = (e_plus + e_minus - 2 * e_mid) / h**2
assert abs(u_small / u_formula - 1) < 0.01
low, high, d_change = whole_electron(BARE, HYBRID)
u_model = high - low
assert 0 < low < high < GAP
assert abs(u_model / u_formula - 1) < 0.3
low2, high2, _ = whole_electron(2 * BARE, HYBRID)
u_double = high2 - low2
assert abs(u_double / u_model - 1) < 0.15
low3, high3, _ = whole_electron(BARE, 2.0)
u_strong = high3 - low3
assert u_strong < u_model
low4, high4, _ = whole_electron(BARE, HYBRID, 200)
mesh_shift = (high4 - low4) - u_model
assert abs(mesh_shift) < 0.02

# ---------- printed numbers ----------
print("SILICON (rough input levels)")
print(f"gap at 300 K: {GAP:.2f} eV; kT: {KT:.4f} eV")
print(f"(-/0) below conduction edge: {DEPTH_ACCEPTOR:.2f} eV")
print(f"(0/+) below conduction edge: {DEPTH_DONOR:.2f} eV")
print(f"(+/2+) above valence edge: {HEIGHT_DOUBLE:.2f} eV")
print(f"(0/+) above valence edge: {levels[1]:.2f} eV")
print(f"(-/0) above valence edge: {levels[2]:.2f} eV")
print(f"U centred on Mn0: {u_zero:.2f} eV")
print(f"U centred on Mn+: {u_plus:.2f} eV")
print(f"scanned window of Mn0: {windows[2]:.3f} eV")
print(f"scanned window of Mn+: {windows[1]:.3f} eV")
print(f"negative-U test, middle window: {negative_u_windows[1]:.3f} eV")
print(f"assumed error per level: {LEVEL_ERROR:.2f} eV")
print(f"worst-case error of U: {2 * LEVEL_ERROR:.2f} eV")
print(f"low-temperature gap: {GAP_COLD:.2f} eV")
print(f"U(Mn+) change, fixed depths: {GAP_COLD - GAP:+.2f} eV")
print(f"degeneracies -,0,+,2+: {g_minus},{g_zero},{g_plus},{g_double}")
print(f"entropy shift of U(Mn0): {entropy_zero:+.3f} eV")
print(f"entropy shift of U(Mn+): {entropy_plus:+.3f} eV")
print("FREE Mn (def2-QZVP, nonrelativistic)")
for k in range(3):
    print(f"I{k+1}: HF {ion_hf[k]:.2f} eV, MP2 {ion_mp[k]:.2f} eV")
print(f"I2-I1: HF {diff_hf[0]:.2f} eV, MP2 {diff_mp[0]:.2f} eV")
print(f"I3-I2: HF {diff_hf[1]:.2f} eV, MP2 {diff_mp[1]:.2f} eV")
print(f"I1 from 4s orbital energy: {atom['koopmans']:.2f} eV")
print(f"I2-I1 shift TZ to QZ, HF: {basis_hf:+.3f} eV")
print(f"I2-I1 shift TZ to QZ, MP2: {basis_mp:+.3f} eV")
print(f"I2-I1 shift, MP2 minus HF: {diff_mp[0] - diff_hf[0]:+.2f} eV")
print(f"I2-I1 scalar relativity (TZ): {relativity:+.3f} eV")
print(f"4s-4s Coulomb integral, Mn: {atom['J_4s']:.2f} eV")
print(f"3d-3d Coulomb integral, Mn2+: {atom['J_3d']:.2f} eV")
print(f"ratio (I2-I1, MP2)/U(Mn+): {diff_mp[0] / u_plus:.1f}")
print(f"dielectric constant of Si: {EPS_SI:.1f}")
print(f"(I2-I1, MP2)/dielectric constant: {diff_mp[0] / EPS_SI:.2f} eV")
print("IMPURITY MODEL (round parameters)")
print(f"bare U: {BARE:.1f} eV; hybridization: {HYBRID:.1f} eV")
print(f"width of each band: {BAND_WIDTH:.1f} eV")
print(f"gap-orbital d weight w: {w_gap:.3f}")
print(f"response chi: {chi:.3f} 1/eV; bare U*chi: {BARE * chi:.2f}")
print(f"U_eff from response formula: {u_formula:.3f} eV")
print(f"U_eff from small charge step: {u_small:.3f} eV")
print(f"addition levels: {low:.3f} and {high:.3f} eV")
print(f"U_eff from whole electrons: {u_model:.3f} eV")
print(f"d charge gained per added electron: {d_change:.3f}")
print(f"U_eff with bare U {2 * BARE:.0f} eV: {u_double:.3f} eV")
print(f"U_eff with hybridization 2.0 eV: {u_strong:.3f} eV")
print(f"U_eff shift on doubling band states: {mesh_shift:+.4f} eV")
print("all assertions hold")
```

Running it gives:

```
SILICON (rough input levels)
gap at 300 K: 1.12 eV; kT: 0.0259 eV
(-/0) below conduction edge: 0.12 eV
(0/+) below conduction edge: 0.42 eV
(+/2+) above valence edge: 0.27 eV
(0/+) above valence edge: 0.70 eV
(-/0) above valence edge: 1.00 eV
U centred on Mn0: 0.30 eV
U centred on Mn+: 0.43 eV
scanned window of Mn0: 0.300 eV
scanned window of Mn+: 0.430 eV
negative-U test, middle window: 0.000 eV
assumed error per level: 0.05 eV
worst-case error of U: 0.10 eV
low-temperature gap: 1.17 eV
U(Mn+) change, fixed depths: +0.05 eV
degeneracies -,0,+,2+: 3,12,15,6
entropy shift of U(Mn0): +0.030 eV
entropy shift of U(Mn+): +0.029 eV
FREE Mn (def2-QZVP, nonrelativistic)
I1: HF 5.97 eV, MP2 7.04 eV
I2: HF 14.69 eV, MP2 15.45 eV
I3: HF 32.59 eV, MP2 34.02 eV
I2-I1: HF 8.72 eV, MP2 8.41 eV
I3-I2: HF 17.91 eV, MP2 18.57 eV
I1 from 4s orbital energy: 6.15 eV
I2-I1 shift TZ to QZ, HF: +0.001 eV
I2-I1 shift TZ to QZ, MP2: -0.048 eV
I2-I1 shift, MP2 minus HF: -0.31 eV
I2-I1 scalar relativity (TZ): +0.107 eV
4s-4s Coulomb integral, Mn: 6.88 eV
3d-3d Coulomb integral, Mn2+: 22.84 eV
ratio (I2-I1, MP2)/U(Mn+): 19.6
dielectric constant of Si: 11.7
(I2-I1, MP2)/dielectric constant: 0.72 eV
IMPURITY MODEL (round parameters)
bare U: 10.0 eV; hybridization: 1.5 eV
width of each band: 12.0 eV
gap-orbital d weight w: 0.611
response chi: 1.868 1/eV; bare U*chi: 18.68
U_eff from response formula: 0.190 eV
U_eff from small charge step: 0.190 eV
addition levels: 0.467 and 0.648 eV
U_eff from whole electrons: 0.181 eV
d charge gained per added electron: 0.028
U_eff with bare U 20 eV: 0.185 eV
U_eff with hybridization 2.0 eV: 0.113 eV
U_eff shift on doubling band states: -0.0014 eV
all assertions hold
```
